# The effective-medium bond threshold of a randomly diluted resistor lattice

**Q.** Remove resistors at random from a lattice, and at some dilution it stops conducting. That is a question about connected paths. How can an averaging argument say anything about it?

**A.** It can give an approximate conductance, and we can ask where that conductance vanishes. Whether this is the true threshold is a separate question.

Take a periodic lattice in which every node has $z>2$ bonds, all equivalent by symmetry. Each bond independently has conductance $g_0$ with probability $p$ and zero with probability $1-p$. Replace the random lattice by a uniform one of the same geometry, whose bonds all have conductance $g_m$. We want to choose $g_m$ so that the uniform lattice carries the same mean current in the same mean field.

**Q.** To choose it you must know how one odd bond disturbs the uniform lattice. That looks like a problem with infinitely many unknowns.

**A.** One number suffices: the resistance $R$ between neighbouring nodes A and B of the uniform lattice. Let the lattice close on itself periodically, with $N$ nodes, and superpose two current patterns.

In the first, inject current $i$ at A and withdraw $i/N$ at every node, A included. The net current entering at A is $i(1-1/N)$. By symmetry it divides equally, so the bond from A to B carries $i(1-1/N)/z$.

In the second, withdraw $i$ at B and inject $i/N$ at every node. The bond AB again carries $i(1-1/N)/z$, in the same direction, now towards B.

In the sum the uniform terms cancel. Current $i$ enters at A and leaves at B, and the bond carries $2i(1-1/N)/z$. Its voltage is this current divided by $g_m$, so

$$R=\frac{2}{z g_m}\left(1-\frac1N\right)\;\longrightarrow\;\frac{2}{z g_m}.$$

The conductance between neighbours is therefore $z g_m/2$ in a large lattice.

**Q.** Does the symmetry matter, or would any lattice with $z$ neighbours do?

**A.** It matters for each individual bond. Stack triangular layers directly above one another, with equal bonds: $z=8$, but bonds in a layer and bonds between layers are not equivalent. A direct solution gives $Rg_m=0.2465$ in the layer and $0.2594$ along the axis, instead of a common value near $0.25$. For the six lattices with equivalent bonds in the numerical output, the solved resistance agrees with the formula, including the factor $1-1/N$.

**Q.** Now put in the odd bond.

**A.** First take the bond AB out. It was in parallel with the rest of the lattice, whose conductance between A and B is therefore

$$G'=\frac z2 g_m-g_m=c\,g_m,\qquad c=\frac z2-1 .$$

Let the applied field put a voltage $V_m$ across AB in the uniform lattice, positive from A to B. Replace the bond by one of conductance $g$, and for a moment hold all potentials fixed. The bond now carries $gV_m$ instead of $g_mV_m$, so a current $(g_m-g)V_m$ that should have left A is left over there, and the same amount is lacking at B. The potentials must adjust as if this current were injected at A and withdrawn at B. It sees the new bond in parallel with $G'$, so the extra voltage is

$$V_0=V_m\,\frac{g_m-g}{g+c\,g_m}.$$

A poor bond ($g<g_m$) gets extra voltage and a good one loses some. The total is

$$V=V_m+V_0=V_m\,\frac{(1+c)\,g_m}{g+c\,g_m}.$$

For the simple cubic lattice, $c=2$. A missing bond should then have $V/V_m=3/2$, and a direct solution on 1728 nodes gives $1.4996$. For $g/g_m=4$ the formula gives $0.5000$ and the solution $0.5001$.

**Q.** So far you have one odd bond in a perfect lattice. The real lattice has odd bonds everywhere.

**A.** Here the approximation enters. Treat each bond as if its surroundings were the uniform medium, and require that the extra voltages average to zero:

$$\left\langle\frac{g_m-g}{g+c\,g_m}\right\rangle=0 .$$

This is Kirkpatrick's self-consistent condition. It ignores the fact that the neighbours of a given bond are themselves present or absent.

**Q.** Why average the voltage? I might have preferred the current.

**A.** The two choices agree. The expression for $V$ can be written $(g+c g_m)V=(1+c)g_mV_m$. Average it and use $\langle V\rangle=V_m$:

$$\langle gV\rangle=(1+c)g_mV_m-c\,g_mV_m=g_mV_m .$$

So the mean current is also that of the medium.

**Q.** Could the condition have several solutions?

**A.** Not several positive ones. The derivative of one term with respect to $g_m$ is

$$\frac{(g+cg_m)-c(g_m-g)}{(g+cg_m)^2}=\frac{(1+c)\,g}{(g+cg_m)^2},$$

which is positive for $g>0$ and zero for $g=0$. If some bonds conduct, the average rises steadily with $g_m$ and crosses zero at most once.

Two limits show what it contains. As $z\to2$, $c\to0$ and the condition becomes $\langle g_m/g-1\rangle=0$, or $1/g_m=\langle1/g\rangle$: resistors in series, as in a chain. As $z\to\infty$ at fixed $g_m>0$, the denominator is dominated by $cg_m$, and $g_m=\langle g\rangle$: every bond feels the same voltage.

**Q.** Then apply it to the diluted lattice. I am uneasy about $g=0$, because if $g_m$ vanishes too the fraction is $0/0$.

**A.** Give the closed bonds a small conductance $hg_0$ and let $h\to0$ at the end. With $x=g_m/g_0$ the condition is

$$p\,\frac{x-1}{1+cx}+(1-p)\,\frac{x-h}{h+cx}=0 .$$

Multiply by both denominators:

$$p(x-1)(h+cx)+(1-p)(x-h)(1+cx)=0 .$$

The first product is $cx^2+(h-c)x-h$ and the second is $cx^2+(1-ch)x-h$. Weighted by $p$ and $1-p$ they add up to

$$cx^2+Bx-h=0,\qquad B=p(h-c)+(1-p)(1-ch).$$

The product of the roots is $-h/c<0$, so one root is positive:

$$x=\frac{-B+\sqrt{B^2+4ch}}{2c}.$$

As $h\to0$, $B\to1-p(1+c)=1-pz/2$ and $x\to(|B|-B)/(2c)$. If $B>0$ this is zero. If $B<0$ it is $-B/c$, so

$$\frac{g_m}{g_0}=\frac{pz/2-1}{z/2-1}=\frac{p-2/z}{1-2/z}\quad(p>2/z),\qquad g_m=0\quad(p\le 2/z).$$

The effective medium stops conducting at $p=2/z$. On average a node then has $pz=2$ open bonds.

**Q.** Perhaps that depends on all open bonds being alike. In a real film they would not be.

**A.** The threshold survives a spread. Let the open bonds have any distribution of conductances bounded away from zero. As $g_m\to0$, each open bond contributes $-1$ to the average and each closed bond $1/c$, so the left side tends to

$$-p+\frac{1-p}{c}.$$

For large $g_m$ it tends to $1/c>0$. Since it rises steadily, a positive root exists if and only if the starting value is negative: $p>1/(1+c)=2/z$. The spread changes the value of $g_m$ above threshold but not the point where it vanishes.

**Q.** Is the approximation right anywhere, apart from the perfect lattice?

**A.** It is right to first order in the missing fraction $q=1-p$. Compare the power before and after removing one bond, at the same mean field. Let $v_b,g_b$ be the bond voltages and conductances before, and $v_b',g_b'$ those after. The difference $v_b'-v_b$ comes from a periodic potential, and such a difference summed against any conserved current gives zero. Hence

$$\sum_b g_b'v_b'^2=\sum_b g_b'v_b'v_b,\qquad \sum_b g_bv_b^2=\sum_b g_bv_bv_b' .$$

Subtracting, the power changes by $\sum_b(g_b'-g_b)v_bv_b'$. Only the removed bond contributes. It had conductance $g_0$ and voltage $V_m$, and its gap now has voltage $V_m(1+c)/c=V_mz/(z-2)$. The loss is $g_0V_m^2\,z/(z-2)$, which is $z/(z-2)$ times the power that bond used to dissipate. Removing a small random fraction $q$ therefore gives

$$\frac{g_m}{g_0}=1-\frac{z}{z-2}\,q+O(q^2).$$

The effective-medium law is $1-q/(1-2/z)$, with the same slope. For the cubic lattice both give $3/2$, and the solved network gives $1.5$.

**Q.** A correct slope near $p=1$ does not make the intercept a percolation threshold.

**A.** It does not. The formula contains nothing about the lattice except $z$, and that cannot be enough. The triangular and simple cubic lattices both have $z=6$, so both get $1/3$. Simulated samples first connect opposite faces at the following open fractions:

| lattice | $2/z$ | simulated |
|---|---|---|
| honeycomb | 0.667 | 0.646 ± 0.004 |
| square | 0.500 | 0.496 ± 0.004 |
| triangular | 0.333 | 0.342 ± 0.002 |
| simple cubic | 0.333 | 0.246 ± 0.002 |
| bcc | 0.250 | 0.171 ± 0.003 |
| fcc | 0.167 | 0.112 ± 0.002 |

Each entry averages 16 samples, 64 cells long in two dimensions and 16 in three. The uncertainties are standard errors and leave out the effect of finite size. In two dimensions $2/z$ is close. In the three-dimensional cases it is too high, for the simple cubic lattice by about 35% of the simulated value.

**Q.** The square lattice looks better than close. Is that luck?

**A.** There is a symmetry behind it. Draw a second square lattice whose bonds cross those of the first, and call a crossing bond open when the original is closed. Either open bonds connect left to right, or open bonds of the second lattice connect top to bottom and block them. The second lattice has open fraction $1-p$. If there is a single threshold $p_c$, it must therefore satisfy $p_c=1-p_c$, so $p_c=1/2=2/z$.

The symmetry also fixes a conductance. Use the currents of the first lattice as voltages on the second, and the voltages as currents. Current conservation at a node becomes the loop rule around it, and the reverse, so each conductance $g$ turns into $1/g$ and the effective one into its inverse. For equal amounts of $1$ and $h$, in units of $g_0$, the second lattice holds equal amounts of $1$ and $1/h$, which is $1/h$ times the original mixture. Hence $1/x=x/h$, or $x=\sqrt h$. The effective medium agrees: for $c=1$ and $p=1/2$, $B=\tfrac12(h-1)+\tfrac12(1-h)=0$ and $x=\sqrt h$. With $h=0.1$ this is $0.3162$; solved networks give $0.3187\pm0.0016$.

**Q.** In three dimensions, then, where may I use the straight line?

**A.** Compare it with solved cubic networks of $20^3$ nodes, five for each $p$, with the open fraction held fixed in each bond direction:

| $p$ | effective medium | solved |
|---|---|---|
| 0.9 | 0.850 | 0.850 |
| 0.8 | 0.700 | 0.700 |
| 0.6 | 0.400 | 0.399 |
| 0.4 | 0.100 | 0.117 |
| 0.3 | 0 | 0.018 |

Down to $p=0.6$ the differences are within the sampling error. At $0.4$ the medium is low by about 15% of the solved value, and at $0.3$ it predicts an insulator where the network conducts.

This has a consequence for reading data. A line through the solved points at $0.8$ and $0.6$ has slope $(0.700-0.399)/0.2=1.505$ and reaches zero at $0.6-0.399/1.505=0.335$. That extrapolation finds $2/z$, although these networks still conduct at $0.3$.

**Q.** Show me a film, with units.

**A.** Take sintered nanoparticles of a conducting oxide, with rough values typical of tin-doped indium oxide: particle diameter $a=20$ nm, carrier density $5\times10^{20}$ cm⁻³, mobility 30 cm²/Vs, film thickness $t=200$ nm. Particles are nodes of a simple cubic lattice. A sintered neck of radius $r=3$ nm is an open bond and a missing neck a closed one. Let 60% of the necks be present.

The conductivity inside a particle is $\sigma=2403$ S/cm. A disc contact on a half-space has conductance $4r\sigma$, and two half-spaces in series give $2r\sigma=2(3\times10^{-7}\,\text{cm})(2403\,\text{S/cm})=1.442$ mS. For carrier density $n$ the Fermi wavenumber is $k_F=(3\pi^2n)^{1/3}=2.46$ nm⁻¹. With mobility $\mu$ the mean free path is $\hbar k_F\mu/e=4.8$ nm. It exceeds the neck radius, so the ballistic limit matters too. An opening of area $\pi r^2$, if much wider than the Fermi wavelength, passes $k_F^2\pi r^2/4\pi$ modes, each with conductance $e^2/\pi\hbar$. For this neck, where $k_Fr$ is only 7.4, that count is a rough one; it gives 13.6 modes and 1.051 mS. Adding the two resistances is an interpolation:

$$g_0=\frac{1.442\times1.051}{1.442+1.051}\ \text{mS}=0.608\ \text{mS}.$$

One bond serves a cross-section $a^2$ over a length $a$, so the conductivity of the film is $g_m/a$. With all necks present it is $0.608\,\text{mS}/(20\times10^{-7}\,\text{cm})=304$ S/cm. For $p=0.6$,

$$\frac{g_m}{g_0}=\frac{0.6-1/3}{2/3}=0.40,\qquad \sigma_{\text{film}}=0.40\times304=122\ \text{S/cm},$$

and the sheet resistance is $1/(\sigma_{\text{film}}t)=411$ ohm per square.

**Q.** I do not believe three figures. What has been left out?

**A.** Some omissions rescale $g_0$, and others act on the network.

The largest estimate here concerns $g_0$. Surface charge can drive carriers out of the outer layer of a neck. The full-depletion formula $\sqrt{2\epsilon\phi/en}$, with a band bending $\phi=0.3$ V and a relative permittivity of 9, both rough, gives a depth of 0.77 nm. If that layer were empty, the neck would keep 0.62 of its conductance, the film would fall to about 75 S/cm and the sheet resistance would rise to about 670 ohm per square. This overstates the loss: the bending is smaller than the Fermi energy, 0.66 eV, so it thins the carriers near the surface without emptying the layer. The spreading formula also assumes unlimited material on both sides: 19% of the spreading resistance lies beyond one particle radius, where there is no such half-space. Treating a particle as a single node also ignores where its necks sit on the surface. The mode count ignores the edge of the neck: a hard-walled cylinder of 3 nm radius passes 10 modes instead of 13.6, which would lower $g_0$ by about 17%. Adding the two resistances errs the other way: for classical electrons and mirror-like walls it makes $g_0$ too low by somewhat under 10%. Other quantum corrections have the scale $(e^2/\pi\hbar)/g_0=0.13$; this is a scale, not a computed correction. A common factor on all open bonds does not move the threshold. Quantum interference need not act as such a factor: at low temperature it can localise electrons on a network that is still connected, which the model leaves out.

On the network side, the film is ten layers thick with free faces. Solved slabs conduct about 3% less than the solved bulk at $p=0.6$ and roughly 10% less at $p=0.4$. Neck radii spread evenly from 2 to 4 nm give $g_m/g_0=0.384$ in the medium and in solved networks, with $g_0$ still that of a 3 nm neck. With this spread the medium's conductance is zero at $p=1/3-0.001$ and positive at $1/3+0.001$, as the general argument requires.

**Q.** And electrons tunnelling where the neck is missing? Then nothing is ever fully closed.

**A.** True, and the leak rounds the threshold. At $p=2/z=1/(1+c)$,

$$B=\frac{(h-c)+c(1-ch)}{1+c}=\frac{h(1-c^2)}{1+c}=h(1-c),$$

which is of order $h$, while $\sqrt{4ch}$ is much larger when $h$ is small. Hence $x\simeq\sqrt{h/c}$. To estimate $h$, take two spheres of diameter $a$ with a smallest gap $d$ and a barrier $U$ above the Fermi level. At distance $\rho$ from the axis the gap is $d+2\rho^2/a$. With $\kappa=\sqrt{2m_eU}/\hbar$, integrating $e^{-4\kappa\rho^2/a}$ over the plane gives an effective area $\pi a/4\kappa$. It passes $k_F^2/4\pi$ modes per unit area, each with conductance $e^2/\pi\hbar$ times a transmission of at most $4e^{-2\kappa d}$. Using that bound and dividing by $g_0$ gives $h=1.3\times10^{-5}$ for $d=0.5$ nm and $U=4$ eV. The bound makes the estimate too high. The omitted image force works the other way and can matter more: between ideal metal planes 0.5 nm apart it lowers the middle of the barrier by $e^2\ln 2/(4\pi\epsilon_0d)=2.0$ eV, and the leak becomes several hundred to about a thousand times larger, depending on how the image potential is cut off at the surfaces. This is an upper estimate, since the oxide screens over about 0.7 nm, more than the gap, and is not an ideal metal. With the value above, the medium keeps $x=0.0026$ at its threshold. This describes the medium only: a solved cubic network at $p=1/3$ already has $x\approx0.045$ with no leak at all. Since $x\simeq\sqrt{h/c}$, the larger leak would leave the medium with about 0.05 to 0.1, still well below $0.40$. A particle alone in empty space has a charging energy of 0.072 eV against $k_BT=0.026$ eV, but neighbours half a nanometre away raise its capacitance several times, so at room temperature charging should not block the leak.

Barriers in amorphous oxide semiconductors can be much lower. Take a round value of 0.1 eV crossed by thermal activation at 300 K, and assume that open and closed bonds differ only by the activation factor: $h=e^{-0.1/0.0259}=0.021$. The cubic lattice then has $B=-0.021$ at $p=1/3$, and

$$x=\frac{0.021+\sqrt{0.021^2+8\times0.021}}{4}=0.11 .$$

No sharp threshold is left. The condition still gives a conductance, but $2/z$ no longer separates conductor from insulator.

**Q.** How far would you trust the model for a real film of such particles?

**A.** The diameter, carrier density and mobility are ordinary rough values for this kind of material. The neck radius and the fraction of necks are choices, and they depend on the sintering. With a rough effective mass $m$ of 0.35 electron masses, the Fermi energy $\hbar^2k_F^2/2m$ is 0.66 eV, about 25 times $k_BT$, so treating the electrons as degenerate is sound. The assumption that a real film plainly breaks is the lattice: particles pack irregularly, and the number of neighbours varies. If I keep $p=0.6$, $g_0$ and the conversion to conductivity fixed and change $z$ alone to 5 or 7, the medium's threshold moves to 0.40 or 0.29, and $g_m/g_0$ becomes 0.33 or 0.44. That is a change of $-17\%$ or $+10\%$ in the film conductivity. Necks may also form in a correlated way, which the model excludes and I have not sized. For this example I would quote a conductivity of order 100 S/cm.

**Q.** So what may I say about two divided by the coordination number?

**A.** That it is where the single-bond effective medium loses its conductance, for independent dilution, equivalent bonds and a vanishing leak. To ask whether a three-dimensional film near that point conducts at all, use a connectivity calculation for its actual thickness. The simple cubic samples above, equally long in all directions, connect at about 0.25, not 0.33; a film only ten layers thick needs a somewhat larger open fraction than a thick one to connect along its plane.

## Computed values

```
-- lattice: z, z*R*g/2 (N large: 1), 2/z, spanning threshold --
honeycomb: 3, 0.9991, 0.6667, 0.646 +- 0.004
square: 4, 0.9983, 0.5000, 0.496 +- 0.004
triangular: 6, 0.9983, 0.3333, 0.342 +- 0.002
simple cubic: 6, 0.9990, 0.3333, 0.246 +- 0.002
bcc: 8, 0.9990, 0.2500, 0.171 +- 0.003
fcc: 12, 0.9990, 0.1667, 0.112 +- 0.002
Stacked triangular, R*g in layer / along axis: 0.2465 / 0.2594
-- one altered bond, cubic medium: V/V_m solved, formula --
g/g_m = 0.0: 1.4996, 1.5000
g/g_m = 0.3: 1.3041, 1.3043
g/g_m = 4.0: 0.5001, 0.5000
Initial slope -d(g_m/g0)/d(missing fraction), cubic, solved: 1.5
-- simple cubic g_m/g0: p, effective medium, solved networks --
p = 0.9: 0.8500, 0.8497 +- 0.0003
p = 0.8: 0.7000, 0.7001 +- 0.0015
p = 0.6: 0.4000, 0.3991 +- 0.0014
p = 0.4: 0.1000, 0.1170 +- 0.0014
p = 0.3: 0.0000, 0.0177 +- 0.0014
p = 0.18: 0.0000, 0.0000 +- 0.0000
Square, half g0 half 0.1 g0: solved 0.3187 +- 0.0016, sqrt(0.1) = 0.3162
-- example (rough inputs) --
Diameter, neck radius, thickness: 20, 3, 200 nm
Carrier density 5.0e+20 cm^-3, mobility 30 cm2/Vs, mass 0.35 m_e, 300 K
Conductivity inside a particle: 2403 S/cm
Mean free path: 4.85 nm
Spreading conductance of neck: 1.442 mS
Ballistic conductance of neck: 1.051 mS
Neck conductance g0: 0.6079 mS
Film conductivity, all necks present: 304 S/cm
Sintered fraction p: 0.6
g_m/g0: 0.4
Film conductivity: 121.6 S/cm
Sheet resistance: 411.2 ohm per square
-- neglected effects --
10-layer slab, p = 0.6: g_m/g0 = 0.3856 +- 0.0020, slab/bulk = 0.966
10-layer slab, p = 0.4: g_m/g0 = 0.1076 +- 0.0010, slab/bulk = 0.920
Neck radii 2 to 4 nm, g_m/g0: medium 0.3844, solved 0.3840 +- 0.0013
Depletion depth (permittivity 9, bending 0.3 eV): 0.77 nm
Neck conductance with / without depletion: 0.618
Spreading resistance beyond particle radius, share of total: 0.19
Missing neck: gap 0.5 nm, barrier 4 eV, leak ratio h = 1.3e-05
g_m/g0 at p = 2/z with this leak: 0.0026
Fermi energy 0.66 eV, kT 0.0259 eV, charging energy of lone particle 0.072 eV
Quantum-correction scale (2e^2/h)/g0: 0.13
2/z for z = 5, 6, 7: 0.400, 0.333, 0.286
```
